# Buckling Stress of a Clamped Circular Blister in a Compressed Film, part 2

A flat, isotropic, linearly elastic film has thickness \(h\), Young's modulus \(E\) and Poisson ratio \(\nu\). It is bonded to a rigid substrate except over a disc of radius \(R\gg h\). We seek the equi-biaxial compression \(\sigma>0\) at which the flat disc first buckles, the threshold \(\sigma_c\). Units are SI.

The middle surface moves by \(u_a\) in the plane and by \(w\) away from the substrate. Repeated in-plane indices are summed, and subscripts \(x,y\) on \(w\) denote Cartesian derivatives. Polar coordinates \(r,\theta\) start at the disc's centre; the edge has outward normal \(n_a\) and length element \(ds\). The edge is clamped: \(u_a=0\), \(w=0\) and \(\partial w/\partial r=0\) at \(r=R\).

The strain of the middle surface is \(e_{ab}=\tfrac12(\partial_a u_b+\partial_b u_a)+\tfrac12\,\partial_a w\,\partial_b w\). The energy relative to the flat state is

\[
\Pi=\tfrac12\left(D\,Q[w]-\sigma h\right)\int|\nabla w|^2\,dA+U_s, \tag{6}
\]

where \(D=Eh^3/[12(1-\nu^2)]\), \(Q[w]=\int(\nabla^2w)^2dA/\int|\nabla w|^2dA\), and the stretching energy \(U_s\ge0\) vanishes only if \(e_{ab}=0\). The threshold is \(\sigma_ch=DQ_{\min}\), with \(Q_{\min}\) the least \(Q\) over clamped deflections. A trial deflection gave the hand estimate \(16/12=1.333\), an upper bound on the coefficient of \(\frac{E}{1-\nu^2}(h/R)^2\) in \(\sigma_c\).

The bending integrand \((\nabla^2w)^2-2(1-\nu)\det(\partial_a\partial_bw)\) contains \(\nu\), but the clamp makes \(\int\det(\partial_a\partial_bw)\,dA=0\).

The critical deflection obeys

\[
D\nabla^4w+\sigma h\nabla^2w=0,\qquad\text{or}\qquad
\nabla^2\left(\nabla^2w+k^2w\right)=0,\quad k^2=\frac{\sigma h}{D}. \tag{8}
\]

For axisymmetric \(w\), the slope \(\varphi=w'\) satisfies

\[
\varphi''+\frac{\varphi'}r-\frac{\varphi}{r^2}+k^2\varphi=0,\qquad
r^2\varphi''+r\varphi'+(k^2r^2-1)\varphi=0. \tag{9}
\]

Its regular solution is \(\varphi=CJ_1(kr)\), with \(C\) constant and \(J_1\) the Bessel function of order one. The clamp requires

\[
J_1(kR)=0. \tag{11}
\]

The first nonzero root of \(J_1\) is \(j=3.8317\), with \(j^2=14.682\), and \(J_1(s)>0\) for \(0<s<j\).

### 12. The coefficient

The smallest axisymmetric load has \(kR=j\). From \(k^2=\sigma h/D\),

\[
\sigma_c h=\frac{j^2D}{R^2},\qquad
\sigma_c=\frac{j^2}{hR^2}\,\frac{Eh^3}{12(1-\nu^2)}=\frac{j^2}{12}\,\frac{E}{1-\nu^2}\left(\frac hR\right)^2 .
\]

With \(14.682/12=1.2235\),

\[
\boxed{\;\sigma_c=1.2235\,\frac{E}{1-\nu^2}\left(\frac hR\right)^2\;} \tag{12}
\]

The 12 comes from the thickness integral \(h^3/12\), and \(j^2\) comes from the shape of the disc and its clamp. The hand estimate of 1.333 lies about 9% above the coefficient, on the side where an upper bound must lie.

A calculation that minimizes the energy over polynomials, with the \(\nu\)-dependent curvature term kept and without Bessel functions, also gives 1.2235 for \(\nu=0\), 0.25 and 0.45. This tests both the root and the argument that \(\nu\) enters only through \(D\).

### 13. Deflections that vary around the disc

A lower threshold might belong to a deflection that varies with \(\theta\). To examine this, split a solution of equation (8) as

\[
w=w_1+w_2,\qquad w_1=-\frac{\nabla^2w}{k^2},\qquad w_2=w+\frac{\nabla^2w}{k^2}.
\]

Equation (8) gives \((\nabla^2+k^2)w_1=0\) and \(\nabla^2w_2=0\). For angular dependence \(\cos n\theta\), the regular solutions are \(J_n(kr)\) and \(r^n\), where

\[
J_n(s)=\sum_{m=0}^\infty\frac{(-1)^m}{m!\,(m+n)!}\left(\frac s2\right)^{2m+n}.
\]

So \(w=[AJ_n(kr)+Br^n]\cos n\theta\), and the clamp demands

\[
AJ_n(kR)+BR^n=0,\qquad AkJ_n'(kR)+nBR^{n-1}=0 ,
\]

where the prime on \(J_n\) denotes the derivative with respect to its argument. The first equation gives \(BR^{n-1}=-AJ_n(kR)/R\). Inserted in the second, it leaves

\[
Ak\left[J_n'(kR)-\frac{n}{kR}J_n(kR)\right]=0 .
\]

Term-by-term differentiation of the series yields two identities:

\[
\frac{d}{ds}\left[s^{-n}J_n\right]=-s^{-n}J_{n+1},\qquad
\frac{d}{ds}\left[s^{n+1}J_{n+1}\right]=s^{n+1}J_n. \tag{13}
\]

By the first, \(J_n'-(n/s)J_n=-J_{n+1}\). The condition for a nonzero deflection is therefore

\[
J_{n+1}(kR)=0 ,
\]

which for \(n=0\) is equation (11) again.

The second identity orders the roots. The function \(s^{n+1}J_{n+1}\) vanishes at \(s=0\) and at the first positive root of \(J_{n+1}\). Between these points its derivative must vanish somewhere, so \(J_n\) has a root there. The first positive root thus increases with the order, and the axisymmetric case has the lowest load. For \(n=1\), 2 and 3 the roots are 5.136, 6.380 and 7.588, and the coefficients corresponding to 1.2235 are 2.198, 3.392 and 4.799. The polynomial calculation confirms them.

### 14. A direct proof of the lower bound

Comparing stationary solutions finds the minimum of \(Q\) provided that a minimum is attained. The following argument removes that proviso by showing that \(Q[w]\ge j^2/R^2\) for every clamped deflection.

**An inequality for radial functions.** Let \(f(r)\) vanish at \(r=0\) and \(r=R\), at least linearly at the centre. Put \(k=j/R\), \(\psi=J_1(kr)\) and \(f=\psi g\). Since \(\psi>0\) between the end points and has simple zeros there, \(g\) is finite. Expanding \(f'=\psi'g+\psi g'\) and collecting a total derivative gives

\[
rf'^2=r\psi^2g'^2+(r\psi\psi'g^2)'-\psi(r\psi')'g^2 .
\]

Equation (9) for \(\psi\) states that \((r\psi')'=\psi/r-k^2r\psi\). The last term is therefore \(-f^2/r+k^2rf^2\). The total derivative integrates to zero because \(\psi\) vanishes at both ends. Hence

\[
\int_0^R r\left(f'^2+\frac{f^2}{r^2}\right)dr=k^2\int_0^R rf^2\,dr+\int_0^R r\psi^2g'^2\,dr\ \ge\ k^2\int_0^R rf^2\,dr. \tag{14}
\]

**Application to the gradient.** Let \(v_a=\partial_aw\). Because the determinant integrates to zero, \(\int(\nabla^2w)^2dA=\int\partial_bv_a\,\partial_bv_a\,dA\), while \(\int|\nabla w|^2dA=\int v_av_a\,dA\). It is enough to prove \(\int|\nabla v|^2dA\ge k^2\int v^2dA\) for each component \(v\). Each component vanishes on the edge, and its integral over the disc is \(\oint wn_a\,ds=0\).

Expand \(v\) in angular harmonics, which contribute separately to both integrals. A harmonic \(f(r)\cos m\theta\) or \(f(r)\sin m\theta\) with \(m\ge1\) has \(f(0)=f(R)=0\), and its gradient contributes \(\int r(f'^2+m^2f^2/r^2)dr\). Since \(m^2\ge1\), inequality (14) covers it.

The angular average \(f_0(r)\) need not vanish at the centre, but it has \(f_0(R)=0\) and \(\int_0^Rrf_0\,dr=0\). Define

\[
G(r)=\frac1r\int_0^r r'f_0(r')\,dr',\qquad (rG)'=rf_0,\qquad G(0)=G(R)=0 .
\]

Then, since \(\int2GG'dr=0\), inequality (14) gives

\[
\int_0^R rf_0^2\,dr=\int_0^R\frac{[(rG)']^2}{r}\,dr=\int_0^R r\left(G'^2+\frac{G^2}{r^2}\right)dr\ \ge\ k^2\int_0^R rG^2\,dr .
\]

Integration by parts also gives \(\int rf_0^2dr=\int f_0(rG)'dr=-\int rGf_0'\,dr\). By the Cauchy–Schwarz inequality,

\[
\left(\int_0^R rf_0^2dr\right)^2\le\int_0^R rG^2dr\int_0^R rf_0'^2dr\le\frac1{k^2}\int_0^R rf_0^2dr\int_0^R rf_0'^2dr .
\]

Dividing by \(\int rf_0^2dr\) yields \(\int rf_0'^2dr\ge k^2\int rf_0^2dr\), as required. So \(Q\ge j^2/R^2\). The axisymmetric solution reaches this value, and equation (12) is the threshold of the model.

### 15. Shape of the critical deflection

The first identity in (13) with \(n=0\) is \(J_0'=-J_1\). Integrating the slope and setting \(w(R)=0\) gives

\[
\frac{w(r)}{w(0)}=\frac{J_0(jr/R)-J_0(j)}{1-J_0(j)},\qquad J_0(j)=-0.4028. \tag{15}
\]

Since \(J_1>0\) between centre and edge, \(w\) falls steadily from the centre to zero. Halfway out it is 0.481 of its central value.

The deflection has one sign, which matters because the substrate forbids \(w<0\). The film can buckle outward in this shape without touching the substrate. Below \(\sigma_c\), excluding inward deflections cannot make the flat state less stable. The threshold is therefore the same with the substrate present, provided that no adhesion acts inside the disc and that the pressure is the same on both faces of the film.

### 16. Misfit strain and critical radius

If the stress comes from an equi-biaxial misfit strain of magnitude \(\varepsilon\), then \(\sigma=E\varepsilon/(1-\nu)\). With \(1-\nu^2=(1-\nu)(1+\nu)\), the critical strain is

\[
\varepsilon_c=\frac{(1-\nu)\sigma_c}{E}=\frac{1.2235}{1+\nu}\left(\frac hR\right)^2 .
\]

The modulus cancels, since it scales the driving stress and the bending resistance alike. If instead the film stress is given, debonds larger than

\[
R_c=h\left[\frac{1.2235\,E}{(1-\nu^2)\,\sigma}\right]^{1/2}
\]

buckle, and smaller ones stay flat, provided that the film is flat at the start, its edge is rigidly clamped and no pressure difference holds it against the substrate (section 19).

### 17. Worked example

Take round model parameters: \(E=100\) GPa, \(\nu=0.25\), \(h=1\) µm and \(R=50\) µm. Then \(E/(1-\nu^2)=100/0.9375=106.67\) GPa, and

\[
D=\frac{(106.67\times10^9)(10^{-6})^3}{12}=8.889\times10^{-9}\ \text{N m}.
\]

The critical force per length is

\[
\sigma_ch=\frac{14.682\times8.889\times10^{-9}}{(50\times10^{-6})^2}=52.2\ \text{N/m}.
\]

Division by \(h=10^{-6}\) m gives \(\sigma_c=52.2\) MPa, or 0.0522 GPa. The critical misfit strain is \(0.75\times0.0522/100=3.92\times10^{-4}\).

For a film stress of 500 MPa, the critical radius is

\[
R_c=(1\ \text{µm})\left[\frac{1.2235\times106.67}{0.500}\right]^{1/2}=16.2\ \text{µm}.
\]

At that stress the 50 µm debond is far beyond its threshold. These are thin-plate values. Allowing for shear across the thickness (shear correction factor 5/6) lowers \(R_c\), where \(h/R\approx1/16\), to 16.0 µm, and lowers \(\sigma_c\) for the 50 µm debond to 52.1 MPa.

### 18. Just above the threshold

Let \(w=\delta\,W\), where \(W\) is the shape (15) with \(W(0)=1\). After the in-plane displacement has relaxed, the stretching energy is \(B\delta^4\). Here \(B>0\), because \(\int e_{aa}dA=\tfrac12\int|\nabla w|^2dA\) cannot vanish. To leading order,

\[
\Pi=\tfrac12h(\sigma_c-\sigma)\,\delta^2\int|\nabla W|^2dA+B\delta^4 .
\]

Setting \(d\Pi/d\delta=0\) with \(\delta\ne0\) gives

\[
\sigma-\sigma_c=\frac{4B\,\delta^2}{h\int|\nabla W|^2dA}>0 .
\]

The deflection thus grows continuously from zero, as the square root of the excess stress. Here \(\sigma\) is the stress in the bonded film, since part of the compression inside the blister is relieved.

A nonlinear plate calculation for \(\nu=0.25\) gives \(\sigma/\sigma_c=1.0052\) at \(\delta=0.1h\) and 1.130 at \(\delta=0.5h\). The excess grows by a factor of 25, as the quadratic law requires. Followed back to zero deflection, the buckled branch starts at the coefficient 1.2235. These values appear in the numerical output.

### 19. Conditions for use

- **Thickness.** The derivation neglects shear across the thickness and needs \(h\ll R\). It also needs a linearly elastic film, so \(\sigma_c\) must lie below the yield stress.
- **Substrate.** A compliant substrate lets the edge move and rotate. If the flat state remains uniformly stressed, the clamped deflection is still available and still lowers the energy above \(\sigma_c\). The true threshold then cannot be higher than equation (12), and it may be lower.
- **Unequal stresses.** Let the principal compressions be \(\sigma_1\) and \(\sigma_2\). For an axisymmetric \(w\), \(\int w_x^2dA=\int w_y^2dA\), so the energy released depends on the mean \((\sigma_1+\sigma_2)/2\). The flat state is unstable once this mean exceeds \(\sigma_c\), but another shape may buckle earlier.
- **Pressure.** The derivation assumes equal pressure on both faces. Over a sealed debond with vacuum beneath, an outside pressure \(p\) adds the energy \(p\int w\,dA\), which is linear in the deflection and outweighs the quadratic gain at small \(w\). The flat state then stays stable against small disturbances beyond \(\sigma_c\), and buckled states exist only at finite deflection and higher stress. For the worked example with \(p=10^5\) Pa, \(pR^4/(64D)=1.1\,h\). Axisymmetric buckled states then appear only above about \(2.8\,\sigma_c\) for \(R=50\) µm and \(1.08\,\sigma_c\) for \(R=16.2\) µm.
- **Imperfections.** A film that already bulges slightly outward in an axisymmetric dome deflects further as soon as the compression rises, and the sharp threshold is lost.
- **Errors in the input.** Since \(\sigma_c\propto h^2/R^2\), a 5% error in the radius changes \(\sigma_c\) by about 10%. Putting the diameter in place of \(R\) makes the result four times too small.

## Computed values

```
J1(3.8) from series = 0.012821
J1(3.9) from series = -0.027244
first nonzero root j of J1 = 3.831706
j^2 = 14.68197
coefficient j^2/12 = 1.22350
Ritz load/12, Poisson ratio 0.00 = 1.22350
Ritz load/12, Poisson ratio 0.25 = 1.22350
Ritz load/12, Poisson ratio 0.45 = 1.22350
one-term trial load = 16.00000
one-term trial load/12 = 1.33333
n=0: first root of J1 = 3.83171, Ritz load/12 = 1.22350
n=1: first root of J2 = 5.13562, Ritz load/12 = 2.19788
n=2: first root of J3 = 6.38016, Ritz load/12 = 3.39221
n=3: first root of J4 = 7.58834, Ritz load/12 = 4.79858
J0(j) = -0.402759
mode w/w(0) at r = R/2 = 0.48146
buckled branch start, load/12 = 1.22350
stress/sigma_c at deflection 0.1 h = 1.00518
stress/sigma_c at deflection 0.5 h = 1.1298
Young's modulus E = 100 GPa
Poisson ratio nu = 0.25
thickness h = 1.0 micrometre
blister radius R = 50.0 micrometre
plane-strain modulus E/(1-nu^2) = 106.667 GPa
bending stiffness D = 8.8889e-09 N m
critical force per length = 52.203 N/m
critical stress sigma_c = 52.203 MPa
critical misfit strain = 3.9152e-04 (dimensionless)
given film stress = 500 MPa
critical radius at that stress = 16.156 micrometre
```
